# The Hellmann-Feynman force from the l = 1 Coulomb potential in a sphere

## 1. Two point charges

Place a nucleus of charge $Z$ at the origin and draw a sphere of radius $S$ around it. Hartree atomic units are used, and $V(\mathbf r)$ denotes the Coulomb potential energy of an electron, so a nucleus contributes negatively to $V$ and an electron positively.

First let the only other charge be a nucleus $Z'$ on the $z$ axis at distance $d>S$. Within the sphere it contributes

$$-\frac{Z'}{|\mathbf r-d\hat{\mathbf z}|}=-\frac{Z'}{d}-\frac{Z'}{d^2}\,r\cos\theta-\dots$$

The term in $\cos\theta$ is linear in $r$. Its slope is $-Z'/d^2$, and $Z$ times this slope is $-ZZ'/d^2$. That is the correct force $F_z$: the central nucleus is pushed away from $Z'$. Because the term is linear, its slope can be read off at the boundary, as the coefficient of $\cos\theta$ at $r=S$ divided by $S$.

Now replace $Z'$ by one electron inside the sphere, on the $z$ axis at distance $s<S$. It pulls the nucleus with $F_z=+Z/s^2$. At the boundary, outside the electron's position, the $\cos\theta$ part of its potential is $(s/r^2)\cos\theta$ at $r=S$. Dividing the coefficient by $S$ gives $s/S^3$, so the boundary value accounts for the fraction

$$\frac{s/S^3}{1/s^2}=\left(\frac sS\right)^3$$

of the true field. The missing fraction is $1-(s/S)^3$, and it has to be supplied from the density inside the sphere. The general formula has this structure: a boundary value, plus a density integral with the weight $1-(s/S)^3$.

## 2. The force as a gradient of the potential

Let $n(\mathbf r)\ge 0$ be the electron number density, and let the nucleus be a point at $\mathbf R$, with the other nuclei $Z_b$ at $\mathbf R_b$ outside the sphere. For a normalized eigenstate $\Psi$ of the Hamiltonian $H$,

$$\frac{dE}{d\mathbf R}=\Big\langle\Psi\Big|\frac{\partial H}{\partial\mathbf R}\Big|\Psi\Big\rangle+E\,\frac{d}{d\mathbf R}\langle\Psi|\Psi\rangle
=\Big\langle\Psi\Big|\frac{\partial H}{\partial\mathbf R}\Big|\Psi\Big\rangle .$$

The last step holds because the norm is fixed. Section 7 treats what is added when the state is expanded in a finite basis that moves with the nucleus.

The terms of $H$ that contain $\mathbf R$ are the attraction of the electrons to this nucleus and its repulsion from the other nuclei. Their expectation value is

$$-Z\int\frac{n(\mathbf r')}{|\mathbf R-\mathbf r'|}d^3r'+\sum_b\frac{ZZ_b}{|\mathbf R-\mathbf R_b|}=-Z\,V'(\mathbf R),$$

$$V'(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'-\sum_b\frac{Z_b}{|\mathbf r-\mathbf R_b|}.$$

Here $V'$ is the full potential energy $V$ without the nucleus's own term $-Z/|\mathbf r-\mathbf R|$. The derivative is taken with $n$ frozen, since it acts on $H$ and not on $\Psi$. With the nucleus at the origin, the force $\mathbf F=-dE/d\mathbf R$ is

$$\mathbf F=+Z\,\nabla V'(\mathbf r)\big|_{\mathbf r=0}. \tag{1}$$

The plus sign arises because $V'$ is the energy of a negative unit charge, whereas the nucleus is positive.

## 3. Why only l = 1 enters

Inside the sphere expand

$$n(\mathbf r)=\sum_{lm}n_{lm}(r)Y_{lm}(\hat{\mathbf r}),\qquad V(\mathbf r)=\sum_{lm}V_{lm}(r)Y_{lm}(\hat{\mathbf r}).$$

For $l=1$ take the real harmonics

$$Y_{1i}=K\frac{x_i}{r},\qquad K=\sqrt{\frac{3}{4\pi}},\qquad i=x,y,z,$$

which are orthonormal on the unit sphere.

Assume that $n$ is bounded near the nucleus, as it is in nonrelativistic theory. A small ball of radius $\varepsilon$ then contributes at most an amount of order $\varepsilon$ to the electric field, so the field is finite and continuous at the nucleus. Hence $V'$ has a gradient $\mathbf g$ there, and

$$V'(\mathbf r)=V'(0)+\mathbf g\cdot\mathbf r+o(r).$$

Here $o(r)$ stands for a remainder that vanishes faster than $r$. Project on $Y_{1i}$. The constant drops out by orthogonality to $l=0$. Since $x_i=rY_{1i}/K$, the linear term gives $g_i r/K$. The nucleus's own term $-Z/r$ is spherical and has no $l=1$ part, so $V$ and $V'$ have the same component $V_{1i}$. Therefore

$$c_i\equiv\lim_{r\to0}\frac{V_{1i}(r)}{r}=\frac{g_i}{K},\qquad F_i=Z\,K\,c_i. \tag{2}$$

The divergent part of $V$ thus never has to be subtracted. A change in the zero of the potential does not matter either, because it also belongs to $l=0$.

## 4. From the limit to the boundary value

Equation (2) asks for the ratio of two quantities that both vanish at the nucleus. The Poisson equation replaces this limit by quantities that are well behaved. Away from the nucleus $\nabla^2V=-4\pi n$, since $\nabla^2(1/|\mathbf r-\mathbf r'|)=-4\pi\delta(\mathbf r-\mathbf r')$. For each $l=1$ component, with $l(l+1)=2$,

$$\frac{d^2V_{1i}}{dr^2}+\frac2r\frac{dV_{1i}}{dr}-\frac{2}{r^2}V_{1i}=-4\pi n_{1i}.$$

Use the wanted ratio itself as the unknown, $V_{1i}=r\,u(r)$. The derivatives are $V_{1i}'=u+ru'$ and $V_{1i}''=2u'+ru''$. On the left side the terms in $u$ cancel, $2u/r-2u/r=0$, and what remains is

$$ru''+4u'=\frac1{r^3}\frac{d}{dr}\left(r^4u'\right).$$

Hence $(r^4u')'=-4\pi r^3n_{1i}$. Integrating from the centre gives

$$u'(r)=-\frac{4\pi}{r^4}Q(r),\qquad Q(r)=\int_0^r s^3n_{1i}(s)\,ds. \tag{3}$$

An integration constant in $r^4u'$ would give $u\propto r^{-3}$ and $V_{1i}\propto r^{-2}$. That is the potential of a point dipole at the nucleus, which is absent here.

Integrate $u'$ from a radius $r$ to $S$, by parts and with $Q'(x)=x^3n_{1i}(x)$:

$$u(r)=u(S)+4\pi\int_r^S\frac{Q(x)}{x^4}dx$$

$$\phantom{u(r)}=u(S)+\frac{4\pi}{3}\left[\frac{Q(r)}{r^3}-\frac{Q(S)}{S^3}+\int_r^Sn_{1i}(x)\,dx\right]. \tag{4}$$

Let $r\to0$. For bounded $n_{1i}$, $Q(r)$ is at most of order $r^4$, so $Q(r)/r^3\to0$. Insert $u(S)=V_{1i}(S)/S$ and write out $Q(S)$:

$$\boxed{\,c_i=\frac{V_{1i}(S)}{S}+\frac{4\pi}{3}\int_0^Sn_{1i}(s)\left[1-\left(\frac sS\right)^3\right]ds\,} \tag{5}$$

Together with $F_i=ZKc_i$ this is the required force.

## 5. Reading the formula

**Inside and outside.** The density integral in (5) is not the whole pull of the electrons in the sphere. Coulomb's law gives that pull as

$$Z\int_{r<S}n\,\frac{x_i}{r^3}\,d^3r=\frac ZK\int_0^Sn_{1i}\,ds=ZK\,\frac{4\pi}{3}\int_0^Sn_{1i}\,ds,$$

where $x_i/r=Y_{1i}/K$ and $1/K^2=4\pi/3$ were used. The rest of (5),

$$ZK\left[\frac{V_{1i}(S)}S-\frac{4\pi}{3}\int_0^S\left(\frac sS\right)^3n_{1i}\,ds\right],$$

is the force from all charge outside the sphere. The subtraction removes from the boundary value what the inner electrons put there.

**Dependence on S.** The two terms of (5) vary with $S$, but their sum does not. By (3), the boundary term $u(S)$ has the derivative $-4\pi Q(S)/S^4$. In the density term the weight vanishes at the upper limit, so only the derivative of the weight counts, and it gives

$$\frac{4\pi}{3}\cdot\frac{3}{S^4}\int_0^Ss^3n_{1i}\,ds=+\frac{4\pi Q(S)}{S^4}.$$

The two derivatives cancel. This holds as long as no other nucleus enters the sphere. For $S\to0$ the density term vanishes and (5) returns to the definition of $c_i$.

**Consistency of V and n.** The derivation links $V$ and $n$ by the Poisson equation. The boundary value must therefore come from the same density that stands in the integral, and it must include all charge outside the sphere. In a crystal this means the interstitial electrons and every other atom. If $V$ is taken from the input density of a self-consistency cycle and $n_{1i}$ from the output density, (5) is in general the field of neither.

**Complex harmonics.** With the Condon-Shortley phase,

$$rY_{1,\pm1}=\mp\sqrt{\tfrac{3}{8\pi}}\,(x\pm iy),\qquad rY_{10}=Kz.$$

Equation (5) is linear, so it holds for each $m$ with $n_{1m}$ and $V_{1m}$. The part of $V'$ linear in $r$ is $\sum_mc_m\,rY_{1m}$, and therefore $\mathbf F=Z\sum_mc_m\nabla(rY_{1m})$. In components,

$$F_x=Z\sqrt{\tfrac{3}{8\pi}}\,(c_{-1}-c_1),\qquad F_y=-iZ\sqrt{\tfrac{3}{8\pi}}\,(c_{-1}+c_1),\qquad F_z=ZKc_0.$$

A real potential has $c_{-1}=-c_1^*$. This makes $c_{-1}-c_1$ real and $c_{-1}+c_1$ imaginary, so all three force components are real.

## 6. The nitrogen nucleus in distorted ammonia

The formula does not depend on how the density was obtained, so it can be tried on a molecule for which the field at the nucleus is also available from analytic integrals over all space. The example is NH$_3$ in restricted Hartree-Fock theory with Gaussian functions, without correlation or relativity. It is not a calculation with linearized augmented plane waves (LAPW), a basis of plane waves between the atoms joined to atom-centred functions inside spheres, which is taken up in Section 7. Nitrogen is at the origin, and the hydrogens are at $(1.80,0,-0.70)$, $(-0.90,1.50,-0.70)$ and $(-0.90,-1.60,-0.70)$ bohr. This geometry was chosen so that no force component vanishes by symmetry. The shortest N-H distance is 1.884 bohr, and a sphere with $S=1.2$ bohr is free of other nuclei.

For the $y$ component the projected potential at the boundary is $V_{1y}(S)=-0.018214$ hartree. The two terms of (5), in hartree/bohr, are

$$\frac{V_{1y}(S)}S=\frac{-0.018214}{1.2}=-0.01518,$$

$$\frac{4\pi}{3}\int_0^Sn_{1y}\left[1-\left(\frac sS\right)^3\right]ds=0.00640 .$$

Their sum is $c_y=-0.00878$. With $ZK=7\times0.4886=3.420$ this gives $F_y=-0.0300$ hartree/bohr. All three components are

$$\mathbf F=(0.0037,\,-0.0300,\,-0.0019)\ \text{hartree/bohr}=(0.19,\,-1.54,\,-0.10)\ \text{eV/Å}.$$

These values belong to the density of one basis, the enriched nitrogen basis of Section 7 with cc-pVDZ on hydrogen, and they are not converged. With cc-pVTZ on hydrogen the force becomes $(0.0036,\,-0.0294,\,-0.0111)$ hartree/bohr, and with the nitrogen functions enriched in the same way from cc-pVQZ (without the $g$ function) it becomes $(0.0036,\,-0.0298,\,-0.0093)$. The small component $F_z$ thus changes by a factor of five to six.

The force component $F_y$ for three spheres shows how the terms trade places. The table lists the two terms of (5) multiplied by $ZK$, in hartree/bohr:

| $S$ (bohr) | boundary | density | sum |
|---|---|---|---|
| 0.6 | 0.01328 | −0.04332 | −0.03004 |
| 0.9 | −0.01877 | −0.01127 | −0.03004 |
| 1.2 | −0.05192 | 0.02188 | −0.03004 |

Both terms change sign while the sum stays fixed. The numerical check compares all components with the all-space integrals and with a finite difference of the energy at frozen density.

**Cancellation.** The $z$ component shows how delicate the force can be. For $S=1.2$ bohr the electrons in the sphere pull the nucleus with $-0.8985$ hartree/bohr, towards the side of the hydrogens. All charge outside pushes it with $+0.8966$. The sum is $-0.0019$. An error of one part in a thousand in either contribution alone would change this sum by about half its value. That fraction is specific to this basis: with cc-pVTZ on hydrogen the inner pull is $-0.8955$ and the sum $-0.0111$, so the same error amounts to about 8%.

**The limit taken literally.** The ratio $V_{1z}(r)/r$ is 0.3256 hartree/bohr at $r=0.3$ bohr and 0.0325 at 0.05 bohr. At 0.001 bohr it is $-0.00054$, close to the limit $c_z=-0.00055$. At 0.05 bohr even the sign is still wrong. Equation (3) gives the reason. If $n_{1z}\approx\beta r$ near the nucleus, then $Q\approx\beta r^5/5$ and

$$\frac{V_{1z}(r)}r\approx c_z-\frac{2\pi}{5}\beta r^2 .$$

The deviation starts quadratically in $r$, and its size is set by the local density and not by the small net force. The quadratic form holds only close to the nucleus: the deviation $V_{1z}(r)/r-c_z$ is 0.033 hartree/bohr at 0.05 bohr and 0.326 at 0.3 bohr, about ten times larger and not 36 times. Even 0.05 bohr lies outside the quadratic range. Here $\beta\approx-13.7$ in atomic units, so the quadratic form gives 0.043 hartree/bohr at 0.05 bohr in place of 0.033. At 0.005 bohr it agrees to about 1%. In the two larger bases named above $\beta$ lies between $-13.4$ and $-13.7$, the ratio at 0.3 bohr is 0.3155 to 0.3211 hartree/bohr, and the sign at 0.05 bohr is still wrong. Equation (5) avoids having to choose a small radius.

## 7. When this is not the whole force

Section 2 assumed an eigenstate. Now let an orbital be $\psi=\sum_\mu a_\mu\chi_\mu$ in a finite basis, with coefficients that satisfy

$$\langle\chi_\mu|h-\epsilon|\psi\rangle=0\quad\text{for every }\mu .$$

For one electron with Hamiltonian $h$, the energy is $\epsilon=\langle\psi|h|\psi\rangle$ with $\langle\psi|\psi\rangle=1$. Differentiate $\langle\psi|h-\epsilon|\psi\rangle=0$ with respect to $\mathbf R$. The changes of the coefficients drop out by the condition above, but the changes of the basis functions remain:

$$\frac{d\epsilon}{d\mathbf R}=\Big\langle\psi\Big|\frac{\partial h}{\partial\mathbf R}\Big|\psi\Big\rangle+2\,\mathrm{Re}\sum_\mu a_\mu^*\Big\langle\frac{\partial\chi_\mu}{\partial\mathbf R}\Big|h-\epsilon\Big|\psi\Big\rangle .$$

The second term, with its sign reversed, is the Pulay force. It vanishes if $\psi$ is an eigenfunction of $h$, or if the derivatives $\partial\chi_\mu/\partial\mathbf R$ lie in the span of the basis. In self-consistent Hartree-Fock or Kohn-Sham theory each occupied orbital contributes such a term, with $h$ the self-consistent one-particle operator.

The ammonia example shows its size. In the contracted cc-pVTZ basis on nitrogen (with cc-pVDZ on hydrogen, as in all calculations here unless stated otherwise), the Hellmann-Feynman force has $F_z=+0.264$ hartree/bohr, while the full Hartree-Fock force, the derivative of the energy computed in that basis, has $F_z=-0.0105$. The difference of the two force vectors has length 0.275 hartree/bohr, more than eight times the length of the full force.

The results of Section 6 were obtained in an enriched basis. There the nitrogen functions are uncontracted, and tight $p$ and $d$ functions are added with exponents taken from the $s$ and $p$ functions. The derivative of an $s$ Gaussian is a $p$ Gaussian of the same exponent, and the derivative of a $p$ Gaussian contains a $d$ part, so the added functions supply more of the required derivatives. The difference falls to 0.0096 hartree/bohr. Uncontracting the nitrogen functions alone already lowers it from 0.275 to 0.0785 hartree/bohr, and the tight $p$ and $d$ functions remove most of the rest.

That is still about 30% of the length of the full force, and it lies mostly along $z$, where the full force is $-0.0115$ and the Hellmann-Feynman force $-0.0019$ hartree/bohr. The agreement in Section 6 therefore confirms that (5) gives the electrostatic force of the given density. It does not make that force a good approximation to the energy derivative.

In LAPW the plane waves in the interstitial region stay in place when an atom moves, but the functions inside its sphere, including local orbitals, move with it. Their derivatives are in general not contained in the basis. Equation (5) then supplies the electrostatic part of the atomic force, and the terms from the moving basis must be added before the result is compared with a difference of total energies. Core states that are solved separately in the spherical part of the potential also move with the atom and are not eigenfunctions of the full $h$, so they need a term of their own. A rigid spherical core of $N_c$ electrons in the field of a charge outside it shows this: (5) gives the force on the charge $Z$, while the energy derivative gives the force on the charge $Z-N_c$.

## Values computed for the example and the checks

```
NH3, restricted Hartree-Fock, enriched N basis, cc-pVDZ on H
position N (x y z): 0.00 0.00 0.00 bohr
position H1 (x y z): 1.80 0.00 -0.70 bohr
position H2 (x y z): -0.90 1.50 -0.70 bohr
position H3 (x y z): -0.90 -1.60 -0.70 bohr
N-H distances: 1.9313 1.8841 1.9647 bohr
nuclear charge Z of N: 7 e
basis functions: 79
total energy: -56.209589 hartree
sphere radius S = 0.6 bohr
  boundary term of F (x y z): 0.000338 0.013282 1.220157 hartree/bohr
  density term of F (x y z): 0.003337 -0.043322 -1.222047 hartree/bohr
  sum F (x y z): 0.003675 -0.030040 -0.001890 hartree/bohr
sphere radius S = 0.9 bohr
  boundary term of F (x y z): 0.004862 -0.018770 1.010449 hartree/bohr
  density term of F (x y z): -0.001188 -0.011269 -1.012339 hartree/bohr
  sum F (x y z): 0.003675 -0.030040 -0.001890 hartree/bohr
sphere radius S = 1.2 bohr
  boundary term of F (x y z): 0.009940 -0.051915 0.916938 hartree/bohr
  density term of F (x y z): -0.006266 0.021875 -0.918828 hartree/bohr
  sum F (x y z): 0.003675 -0.030040 -0.001890 hartree/bohr
F from all-space field integrals: 0.003675 -0.030040 -0.001890 hartree/bohr
largest deviation of sphere formula: 3.6e-11 hartree/bohr
details for S = 1.2 bohr, real components x y z
  V_1i(S): 0.003488 -0.018214 0.321712 hartree
  V_1i(S)/S: 0.002906 -0.015179 0.268093 hartree/bohr
  weighted density integral with 4pi/3: -0.001832 0.006396 -0.268646 hartree/bohr
  limit c_i: 0.001074 -0.008783 -0.000553 hartree/bohr
  F part from electrons in sphere: -0.012863 0.062853 -0.898462 hartree/bohr
  F part from all charge outside: 0.016538 -0.092893 0.896572 hartree/bohr
c_m for m=-1: 0.000760-0.006211j hartree/bohr
c_m for m=0: -0.000553 hartree/bohr
c_m for m=+1: -0.000760-0.006211j hartree/bohr
V_1z(0.3 bohr) from radial solution: 0.097675 hartree
V_1z(0.3 bohr) projected directly: 0.097675 hartree
V_1i(r)/r at r = 0.3 bohr (x y z): -0.000254 0.005466 0.325582 hartree/bohr
V_1i(r)/r at r = 0.05 bohr (x y z): 0.000934 -0.007306 0.032509 hartree/bohr
V_1i(r)/r at r = 0.001 bohr (x y z): 0.001074 -0.008782 -0.000535 hartree/bohr
F from frozen-density energy difference: 0.003675 -0.030040 -0.001890 hartree/bohr
full force on N, enriched basis: 0.003590 -0.029644 -0.011531 hartree/bohr
|full - HF force|, enriched basis: 0.009649 hartree/bohr
full force on N, contracted cc-pVTZ: 0.003665 -0.030037 -0.010547 hartree/bohr
HF force on N, contracted cc-pVTZ: 0.003730 -0.026646 0.264429 hartree/bohr
|full - HF force|, contracted: 0.274996 hartree/bohr
main result F (S = 1.2 bohr): 0.1890 -1.5447 -0.0972 eV/angstrom
```
